**Resonant electron transfer in slow proton–hydrogen collisions**

The program examines $P=\sin^2(\theta/2)$ with $\theta=\int(E_u-E_g)\,dt$, where $E_g$ and $E_u$ are the lowest gerade and ungerade electronic energies along a straight path with impact parameter $b$ and relative speed $v$. It obtains the splitting from the separated spheroidal equations and compares it with a two-centre Gaussian basis. It then solves the time-dependent Schrödinger equation in that moving basis, without assuming adiabatic following. The program asserts that parity is conserved, and that the transfer probability agrees with the formula within 0.1 at $b=4$ bohr and 0.05 at $b=6$ bohr. It also asserts that the phase mismatch at $b=4$ bohr is smaller at a quarter of the speed, that the cost of omitting the boost is $v^2/4$ within 10%, and that the loss from 1s at $b=1$ bohr is larger in the ungerade part. For a 1 keV proton the output shows almost complete transfer at 4 bohr and a cross section of $1.76\times10^{-15}$ cm² from the formula. It also shows the formula failing at 1 bohr, where it gives 0.07 and the time-dependent solution 0.55.

## Numerical check

```python
# Result under test: for a slow proton passing H(1s) on a straight line,
#   P = sin^2( theta/2 ),  theta = integral of (E_u - E_g) dt   (atomic units)
# E_g, E_u : lowest gerade / ungerade electronic energies at proton distance R
# b : impact parameter, v : relative speed, z = v t : position along the path
# Independent road: time-dependent Schroedinger equation in a two-centre
# Gaussian basis that moves with the protons, with all its excited states kept.
import numpy as np
from numpy.polynomial.laguerre import laggauss, lagvander
from scipy import constants as const
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto

hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = 100 * const.physical_constants["Bohr radius"][0]
proton_mass = const.m_p / const.m_e

# ---- Electronic energies from the separated spheroidal equations ----
n_rad, n_ang = 24, 40
x, weight = laggauss(n_rad + 4)
lag = lagvander(x, n_rad - 1)
lag_slope = -(np.cumsum(lag, axis=1) - lag)
fun_slope = lag_slope - lag / 2


def radial_integral(f, power):
    return (f * (weight * x**power)[:, None]).T @ f


slope1, slope2 = radial_integral(fun_slope, 1), radial_integral(fun_slope, 2)
mean1, mean2 = radial_integral(lag, 1), radial_integral(lag, 2)
ell = np.arange(n_ang)
off = (ell[:-1] + 1) / np.sqrt((2 * ell[:-1] + 1) * (2 * ell[:-1] + 3))
mu = np.diag(off, 1) + np.diag(off, -1)
mu_squared = mu @ mu


def separation_mismatch(energy, R, parity):
    p = R * np.sqrt(-energy / 2)
    radial = (-(slope2 + 4 * p * slope1)
              + 2 * R * (np.eye(n_rad) + mean1 / (2 * p))
              - (p**2 * np.eye(n_rad) + p * mean1 + mean2 / 4))
    angular = p**2 * mu_squared - np.diag(ell * (ell + 1.0))
    angular = angular[parity::2, parity::2]
    return np.linalg.eigvalsh(radial)[-1] + np.linalg.eigvalsh(angular)[-1]


def electronic_energy(R, parity):  # parity 0: gerade, 1: ungerade
    return brentq(separation_mismatch, -2.05, -0.45, args=(R, parity),
                  xtol=1e-14, rtol=1e-14)


R_grid = np.linspace(0.05, 20.0, 101)
gap_grid = np.array([electronic_energy(R, 1) - electronic_energy(R, 0)
                     for R in R_grid])
log_gap = CubicSpline(R_grid, np.log(gap_grid))
z_grid = np.linspace(0.0, 18.0, 901)


def phase(b, v):
    gap = np.exp(log_gap(np.sqrt(b**2 + z_grid**2)))
    return 2 / v * simpson(gap, x=z_grid)


# ---- Two-centre Gaussian basis moving with the protons ----
s_shells = [[0, [0.05 * 3.0**k, 1.0]] for k in range(7)]
p_shells = [[1, [0.05 * 3.0**k, 1.0]] for k in range(5)]
mol = gto.M(atom="H 0 0 -1; H 0 0 1", unit="Bohr", charge=1, spin=1,
            basis={"H": s_shells + p_shells}, verbose=0)
labels = mol.ao_labels()
keep = [i for i, name in enumerate(labels) if "py" not in name]
pick = np.ix_(keep, keep)
size = len(keep)
half_size = size // 2
inversion_sign = np.array([-1.0 if "p" in labels[i] else 1.0
                           for i in keep[:half_size]])
centre_speed = np.repeat([-0.5, 0.5], half_size)  # d(centre)/dz
slots = mol._atm[:, 1][:, None] + np.arange(3)


def basis_matrices(b, z):
    half = np.array([b / 2, 0.0, z / 2])
    mol._env[slots] = np.array([-half, half])
    overlap = mol.intor("int1e_ovlp")[pick]
    energy = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[pick]
    # drift_ij = < i | d j / dz > caused by the motion of the centres
    drift = mol.intor("int1e_ipovlp")[2][pick] * centre_speed[None, :]
    return overlap, energy, drift


z_end, n_steps = 15.0, 1000
dz = 2 * z_end / n_steps
z_mid = -z_end + dz * (np.arange(n_steps) + 0.5)


def prepare_path(b):
    """Hamiltonian and frame rotation in the orthonormalized moving basis."""
    steps, gap_sum = [], 0.0
    for z in z_mid:
        overlap, energy, drift = basis_matrices(b, z)
        s, U = np.linalg.eigh(overlap)
        r = np.sqrt(s)
        rr = np.outer(r, r)
        h = U @ ((U.T @ energy @ U) / rr) @ U.T
        d = U.T @ drift @ U
        turn = (d + d.T) / ((r[:, None] + r[None, :]) * r[None, :]) - d / rr
        turn = U @ turn @ U.T
        levels = np.linalg.eigvalsh(h)
        gap_sum += (levels[1] - levels[0]) * dz
        common = 0.5 + 1 / np.hypot(b, z)  # removes a common phase only
        steps.append((h + common * np.eye(size), turn))
    return steps, gap_sum


def atom_states(b, z, v):
    """1s on centre A, carried along by A, and its mirror image on B."""
    overlap, energy, drift = basis_matrices(b, z)
    a = slice(0, half_size)
    moving = energy[a, a] - 1j * v * drift[a, a]
    vec = eigh(moving, overlap[a, a].astype(complex))[1][:, 0]
    on_a = np.concatenate([vec, 0 * vec])
    on_b = np.concatenate([0 * vec, inversion_sign * vec])
    s, U = np.linalg.eigh(overlap)
    root = (U * np.sqrt(s)) @ U.T
    return root @ on_a, root @ on_b


def parity_mean(state):
    a, b_part = state[:half_size], state[half_size:]
    return 2 * np.real(np.vdot(a, inversion_sign * b_part))


def collide(path, b, v):
    steps, gap_sum = path
    state, _ = atom_states(b, -z_end, v)
    parity_start = parity_mean(state)
    one = np.eye(size)
    for h, turn in steps:
        m = 0.5j * dz / v * (h + 1j * v * turn)
        state = np.linalg.solve(one + m, state - m @ state)
    on_a, on_b = atom_states(b, z_end, v)
    amp_a, amp_b = np.vdot(on_a, state), np.vdot(on_b, state)
    amp_g, amp_u = amp_a + amp_b, amp_a - amp_b
    mismatch = np.angle(amp_g * np.conj(amp_u) * np.exp(-1j * gap_sum / v))
    assert abs(np.vdot(state, state).real - 1) < 1e-6
    assert abs(parity_mean(state) - parity_start) < 1e-5
    return {"transfer": abs(amp_b)**2,
            "loss": 1 - abs(amp_a)**2 - abs(amp_b)**2,
            "loss_g": 1 - abs(amp_g)**2, "loss_u": 1 - abs(amp_u)**2,
            "mismatch": mismatch}


# The drift matrix must reproduce the change of the overlap along the path.
h_z = 1e-3
slope = (basis_matrices(2.0, 1 + h_z)[0]
         - basis_matrices(2.0, 1 - h_z)[0]) / (2 * h_z)
drift_test = basis_matrices(2.0, 1.0)[2]
assert np.max(abs(slope - drift_test - drift_test.T)) < 1e-4

# ---- Worked example: 1 keV proton on a free hydrogen atom at rest ----
energy_eV = 1000.0
speed = np.sqrt(2 * energy_eV / hartree_eV / proton_mass)
print(f"proton energy: {energy_eV:.0f} eV")
print(f"relative speed v: {speed:.4f} a.u.")
b_list = [1.0, 2.0, 4.0, 6.0]
paths, results = {}, {}
for b in b_list:
    e_g, e_u = electronic_energy(b, 0), electronic_energy(b, 1)
    overlap, energy, _ = basis_matrices(b, 0.0)
    levels = eigh(energy, overlap, eigvals_only=True)
    gap_basis = levels[1] - levels[0]
    assert abs(gap_basis - (e_u - e_g)) < (2e-3 if b >= 4 else 1e-2)
    paths[b] = prepare_path(b)
    results[b] = collide(paths[b], b, speed)
    theta = phase(b, speed)
    formula = np.sin(theta / 2)**2
    results[b]["formula"] = formula
    print(f"b = {b:.0f} bohr: E_g {e_g:.5f}, E_u {e_u:.5f} hartree at R = b")
    print(f"  splitting {e_u - e_g:.5f}, Gaussian basis {gap_basis:.5f} hartree")
    print(f"  phase theta {theta:.4f} rad, half {theta / 2:.4f} rad")
    print(f"  P formula {formula:.4f}, P time-dependent "
          f"{results[b]['transfer']:.4f}")
    print(f"  probability of leaving 1s on both protons: "
          f"{results[b]['loss']:.4f}")

assert abs(results[4.0]["transfer"] - results[4.0]["formula"]) < 0.1
assert abs(results[6.0]["transfer"] - results[6.0]["formula"]) < 0.05
print(f"b = 1 bohr, loss within gerade part: {results[1.0]['loss_g']:.4f}")
print(f"b = 1 bohr, loss within ungerade part: {results[1.0]['loss_u']:.4f}")
assert results[1.0]["loss_u"] > results[1.0]["loss_g"]

# Slow limit: phase of the full solution minus the adiabatic phase, same basis
mismatches = []
for divisor in (1, 2, 4):
    run = collide(paths[4.0], 4.0, speed / divisor)
    mismatches.append(abs(run["mismatch"]))
    print(f"b = 4 bohr, v = {speed / divisor:.4f} a.u.: "
          f"phase mismatch {run['mismatch']:.4f} rad")
assert mismatches[2] < 0.6 * mismatches[0] + 0.005
assert mismatches[2] < 0.1

# Cost of leaving out the boost of the moving atom, against v^2/4
moving_atom, _ = atom_states(4.0, z_end, speed)
resting_atom, _ = atom_states(4.0, z_end, 0.0)
boost_loss = 1 - abs(np.vdot(resting_atom, moving_atom))**2
assert abs(boost_loss / (speed**2 / 4) - 1) < 0.1
print(f"probability lost without boost: {boost_loss:.5f}")
print(f"estimate v^2/4: {speed**2 / 4:.5f}")

# Total cross section from the formula
b_grid = np.linspace(0.0, 14.0, 1401)
prob = np.array([np.sin(phase(b, speed) / 2)**2 for b in b_grid])
sigma = 2 * np.pi * simpson(prob * b_grid, x=b_grid)
sigma_coarse = 2 * np.pi * simpson((prob * b_grid)[::2], x=b_grid[::2])
assert abs(sigma / sigma_coarse - 1) < 1e-3
print(f"transfer cross section: {sigma:.2f} bohr^2")
print(f"transfer cross section: {sigma * bohr_cm**2:.3e} cm^2")
inner = b_grid <= 2.0
sigma_inner = 2 * np.pi * simpson((prob * b_grid)[inner], x=b_grid[inner])
print(f"share of cross section from b < 2 bohr: "
      f"{100 * sigma_inner / sigma:.1f} %")

# Effects of the nuclear motion that the straight line leaves out
relative_energy = energy_eV / 2 / hartree_eV
for b in (1.0, 4.0):
    potential = electronic_energy(b, 1) + 1 / b + 0.5
    slowing = 1 - np.sqrt(1 - potential / relative_energy)
    print(f"slowing on ungerade curve at R = {b:.0f} bohr: "
          f"{100 * slowing:.2f} %")
wavelength = 2 * np.pi / (proton_mass / 2 * speed)
print(f"de Broglie wavelength of relative motion: {wavelength:.4f} bohr")
print("verified")
```

It prints:

```
proton energy: 1000 eV
relative speed v: 0.2001 a.u.
b = 1 bohr: E_g -1.45179, E_u -0.56481 hartree at R = b
  splitting 0.88697, Gaussian basis 0.88677 hartree
  phase theta 18.3061 rad, half 9.1530 rad
  P formula 0.0720, P time-dependent 0.5458
  probability of leaving 1s on both protons: 0.2505
b = 2 bohr: E_g -1.10263, E_u -0.66753 hartree at R = b
  splitting 0.43510, Gaussian basis 0.43485 hartree
  phase theta 10.8982 rad, half 5.4491 rad
  P formula 0.5486, P time-dependent 0.7220
  probability of leaving 1s on both protons: 0.0187
b = 4 bohr: E_g -0.79608, E_u -0.69555 hartree at R = b
  splitting 0.10053, Gaussian basis 0.10004 hartree
  phase theta 3.1770 rad, half 1.5885 rad
  P formula 0.9997, P time-dependent 0.9989
  probability of leaving 1s on both protons: 0.0000
b = 6 bohr: E_g -0.67864, E_u -0.65731 hartree at R = b
  splitting 0.02133, Gaussian basis 0.02113 hartree
  phase theta 0.7654 rad, half 0.3827 rad
  P formula 0.1394, P time-dependent 0.1272
  probability of leaving 1s on both protons: 0.0000
b = 1 bohr, loss within gerade part: -0.0001
b = 1 bohr, loss within ungerade part: 0.5011
b = 4 bohr, v = 0.2001 a.u.: phase mismatch -0.0813 rad
b = 4 bohr, v = 0.1000 a.u.: phase mismatch -0.0417 rad
b = 4 bohr, v = 0.0500 a.u.: phase mismatch -0.0215 rad
probability lost without boost: 0.00980
estimate v^2/4: 0.01001
transfer cross section: 62.94 bohr^2
transfer cross section: 1.762e-15 cm^2
share of cross section from b < 2 bohr: 8.7 %
slowing on ungerade curve at R = 1 bohr: 2.58 %
slowing on ungerade curve at R = 4 bohr: 0.15 %
de Broglie wavelength of relative motion: 0.0342 bohr
verified
```
